Photon recoil in hydrogen: Lyman alpha and two-photon 1S-2S excitation

**Question**

I am stuck on a two-part exercise about a free hydrogen atom at rest. Part one: compute the recoil shift of the Lyman alpha absorption line, which should come out as 13.4 MHz. Part two: show that this shift is absent when 1S-2S is excited by two photons from opposite directions.

For part one I would add the kinetic energy p²/(2M) to the transition energy, with p the photon momentum. But p depends on the frequency I am solving for, and I don't know whether using the unshifted frequency is good enough.

Part two makes no sense to me. Each photon carries half the energy, so half the momentum, and costs a quarter of the Lyman alpha recoil energy. Two photons should then cost half of it, not zero. The atom has to recoil from the first photon before the second can stop it, so where does that energy go? And since real atoms move, isn't all this buried under the Doppler effect anyway?

**Answer**

The step that fails is adding the two recoil energies. Momenta add, as vectors; the kinetic energy follows from the total momentum. To see why the intermediate recoil costs nothing, separate the internal energy of the atom from the motion of its centre of mass.

**The internal energy**

I use Hartree atomic units for energies and masses, and MHz for frequency shifts. I keep ħ and c visible in the formulas. Let M be the mass of the atom, taken as proton plus electron mass, and μ the reduced mass. In the nonrelativistic Coulomb model the Hamiltonian is

H = P²/(2M) + p²/(2μ) − 1/r,

where P is the total momentum, and r and p belong to the relative motion. Put r = ρ/μ and p = μπ. This preserves the commutator of position and momentum, and the internal part becomes

p²/(2μ) − 1/r = μ(π²/2 − 1/ρ).

The bracket is the hydrogen problem with an infinitely heavy nucleus, whose levels are −1/(2n²). The internal levels are therefore −μ/(2n²), and the gap between n = 1 and n = 2 is

ΔE = (μ/2)(1 − 1/4) = 3μ/8.

With μ = 0.9994557 this gives ΔE = 0.374796 hartree, or ΔE/h = 2.4660×10⁹ MHz. In this model 2S and 2P have the same energy, so one gap serves both excitations.

The nuclear mass has already entered once, through μ. Compared with an infinitely heavy nucleus, the gap is lower by the fraction 1 − 0.9994557 = 5.443×10⁻⁴, about 1.34×10⁶ MHz. That is a property of the internal motion and is present however the atom is excited. The recoil shift is a separate effect: it is the kinetic energy of the whole atom.

**What a photon does to the centre of mass**

A plane light wave with wave vector k acts on a charge at position x through the factor exp(ik·x). The electron and proton positions are each the centre-of-mass position R_cm plus a multiple of r. Both couplings therefore contain the common factor exp(ik·R_cm). Acting on a centre-of-mass plane wave of momentum P, it gives

exp(ik·R_cm) exp(iP·R_cm/ħ) = exp[i(P + ħk)·R_cm/ħ].

The momentum has changed by ħk. The other factors in the coupling contain r, p or P, and none of these changes the total momentum. For two photons the exponentials multiply, so the momentum transferred is ħK, with

K = k₁ + k₂.

Let E be the total energy of the absorbed photons. If the atom has initial velocity v, the nonrelativistic energy balance is

E = ΔE + (Mv + ħK)²/(2M) − Mv²/2
  = ΔE + ħK·v + ħ²K²/(2M).

The term linear in v is the first-order Doppler shift. The last term is the recoil energy. It contains the square of the vector sum K, not the sum of the squares k₁² + k₂². The latter is what you used.

**Part one: one photon, atom at rest**

Your worry about the frequency inside p can be settled by using relativistic conservation laws. Before absorption the total energy is Mc² + E and the total momentum is E/c. Afterwards there is one atom with rest energy Mc² + ΔE and momentum E/c. Hence

Mc² + E = √[(Mc² + ΔE)² + E²].

Square both sides and expand:

M²c⁴ + 2Mc²E + E² = M²c⁴ + 2Mc²ΔE + ΔE² + E².

The terms M²c⁴ and E² cancel. Dividing by 2Mc² leaves

E = ΔE + R,  R = ΔE²/(2Mc²).

So inserting the unshifted energy into p²/(2M) gives the correct answer, with no further correction from these conservation laws.

For the numbers, M = 1837.1527 and c = 137.0360, so Mc² = 3.44996×10⁷ hartree. Then

R = (0.374796)²/(2 × 3.44996×10⁷) = 2.0358×10⁻⁹ hartree.

One hartree divided by h is 6.579684×10⁹ MHz, which gives

R/h = 2.0358×10⁻⁹ × 6.579684×10⁹ MHz = 13.4 MHz.

The line is shifted upwards, because the photon must supply the kinetic energy as well as the internal energy.

The model gap omits fine structure and the Lamb shift. Relative to the gap their size is of order 1/c² ≈ 5×10⁻⁵ or smaller, since the electron's speed is of order one atomic unit and the leading relativistic corrections scale as its square over c². Since R is proportional to ΔE², its relative error is twice that of ΔE, too small to affect 13.4 MHz. The transition frequency itself is another matter: 13 MHz is only about 5×10⁻⁹ of 2.4660×10⁹ MHz, while this estimate allows the omitted terms to be as large as about 10⁵ MHz. The calculation thus gives a reliable shift relative to the internal gap, but it cannot be trusted for an absolute line position at the level of 13 MHz.

There is a useful way to picture the shift. After absorption the atom moves at

v_rec ≈ ΔE/(Mc) = 3.26 m/s.

Its kinetic energy can be written as

Mv_rec²/2 = (Mv_rec)(v_rec/2) = ħk v_rec/2.

This is the Doppler shift for an atom moving at v_rec/2, the mean of its velocities before and after absorption.

Emission gives a check on the sign. An excited atom at rest has energy Mc² + ΔE. If it emits a photon of energy E, the atom left behind has momentum of magnitude E/c, so

(Mc² + ΔE − E)² = M²c⁴ + E².

Expanding the left side and cancelling E² gives

(Mc² + ΔE)² − 2(Mc² + ΔE)E = M²c⁴,

and therefore

E = (2Mc²ΔE + ΔE²)/[2(Mc² + ΔE)]
  = ΔE − ΔE²/[2(Mc² + ΔE)].

The emitted photon has less energy than the gap, because part of the gap has gone into motion. The denominator differs from 2Mc² by about one part in 10⁸, so the shift is −13.4 MHz. The centres of the absorption and emission lines of atoms initially at rest are 26.8 MHz apart. The lines themselves overlap: 2P decays in about 1.6 ns, which gives Lyman alpha a natural width of about 100 MHz, so even for atoms at rest the recoil shift is a displacement of the line centre by a fraction of the width.

**Part two: two photons from opposite directions**

Let both photons have the same frequency ν in the laboratory. Then k₂ = −k₁ and K = 0. The atom starts at rest and ends at rest, and energy conservation reads

Mc² + 2hν = Mc² + ΔE,

so

2hν = ΔE.

The recoil shift is zero. This does not rely on R being small, since no kinetic energy appears in the final state.

Now to your question about the first photon. Imagine for a moment that the absorptions did happen one after the other. The first photon has momentum ΔE/(2c), so it would give the atom kinetic energy

[ΔE/(2c)]²/(2M) = R/4.

The second photon would bring the atom back to rest. In that step the kinetic energy changes by −R/4, not +R/4: the atom's motion pays for part of the second excitation. The total is R/4 − R/4 = 0. Your sum R/4 + R/4 ignored the fact that the second photon meets an atom that is already moving.

In the actual process the atom does not settle in the intermediate state at all. In second-order perturbation theory the excitation amplitude is a sum over intermediate states i of products of two couplings, divided by

D_i = ε_i + R/4 − ε_1S − hν,

where ε denotes an internal energy. This is the energy mismatch after one photon. For dipole coupling the intermediate states are P states. The lowest of them is 2P, which lies ΔE above 1S, while hν is only ΔE/2. So D_i is at least about ΔE/2 = 0.187 hartree. The intermediate recoil energy R/4 = 5.1×10⁻¹⁰ hartree changes this denominator, and hence the strength of the excitation, by a few parts in 10⁹.

It does not move the resonance. For weak light acting over a long time, the contributions to the final amplitude made at different times t carry the phase

exp[i(E_final − E_initial − 2hν)t/ħ],

where the two energies are those of the atom, including its motion. They add up in step when the exponent vanishes. That condition contains the initial and final kinetic energies, but not the intermediate one.

**Two photons from the same beam**

It is the geometry, not the number of photons, that removes the recoil. If both photons travel in the same direction, their total momentum is 2hν/c. With E = 2hν, the conservation equation is the one already solved for Lyman alpha, so

2hν = ΔE + R.

The sum frequency is shifted by the full 13.4 MHz, and the laser frequency ν by half of that, 6.7 MHz. The imagined sequence agrees. The first photon raises the kinetic energy from 0 to R/4. The second doubles the momentum and so raises it from R/4 to R. The total cost is R/4 + 3R/4 = R.

This matters if a linearly polarized laser beam is reflected back on itself, since an atom can then take one photon from each direction or both from the same one. I checked this with a small quantum model in which internal states and centre-of-mass motion evolve together in a standing wave. The resonances were located by scanning the detuning, the total photon energy minus the internal gap, at fixed wave number and without imposing the recoil formula. In units where ħ, M and the wave number of one photon equal 1, the formula ħ²K²/(2M) predicts a shift of 0 for opposite photons and 2²/2 = 2 for two photons from one beam. The peaks appear at 0.000 and 2.000, on a scan with steps of 0.005. A single photon in a travelling wave gives 0.500, as expected from 1²/2.

**What happens when the atom moves**

Take an atom moving along the beam axis at 3000 m/s, so that v/c = 1.0007×10⁻⁵. For one Lyman alpha photon travelling in the same direction as the atom, the first-order Doppler shift is

(ΔE/h)(v/c) = 24677 MHz.

This is indeed far larger than the recoil shift. But it changes sign with v, whereas recoil does not. If equal numbers of atoms move at +v and −v, the first-order Doppler terms average to zero and the 13.4 MHz remains, together with a second-order term. In the atom's frame the photon must carry ΔE + R, so in the laboratory it carries (ΔE + R)√[(1 + v/c)/(1 − v/c)] ≈ (ΔE + R)[1 + v/c + v²/(2c²)]. The average therefore keeps about ΔE v²/(2c²), which is +0.12 MHz at 3000 m/s, roughly 1% of the recoil shift. Doppler motion can broaden a line enough to hide the recoil shift, but averaging over opposite velocities does not remove it. For a single atom the two shifts can cancel: this happens when it moves towards the light at about v_rec/2 = 1.63 m/s.

With two opposite photons K = 0, so the term ħK·v vanishes together with the recoil term. In the atom's frame, to first order in v/c, one photon is seen at ν(1 − v/c) and the other at ν(1 + v/c). To this order the sum is 2ν and does not depend on v. The quantum model shows the same behaviour. With initial momentum 0.3 the opposite-beam peak stays at 0.000, while the two same-beam peaks move from 2.000 to 2.600 and 1.400, which is 2 ± 2 × 0.3.

A smaller shift survives. The atom's momentum p is unchanged, but its rest energy has grown, so the relativistic balance is

2hν = √[(Mc² + ΔE)² + p²c²] − √[(Mc²)² + p²c²].

To expand this, consider S(W) = √(W² + p²c²), the total energy of an atom with rest energy W. Its derivative is

dS/dW = W/S = √(1 − v²/c²),

because S is the rest energy divided by √(1 − v²/c²). To first order in ΔE, and then to second order in v/c,

2hν ≈ ΔE√(1 − v²/c²) ≈ ΔE[1 − v²/(2c²)].

This is the second-order Doppler shift, the effect of time dilation on the moving atom. At 3000 m/s it is

−2.4660×10⁹ MHz × (1.0007×10⁻⁵)²/2 = −0.1235 MHz

in the sum frequency. It does not change sign with v, so reversing the motion does not average it away. For the atom at rest in your exercise this shift is zero too. For moving atoms, opposite beams of equal frequency remove the recoil and first-order Doppler shifts, but not every shift due to motion.

**How well must the beams be opposed?**

Suppose the beams miss exact opposition by an angle ε. The angle between k₁ and k₂ is then π − ε, and with |k₁| = |k₂| = k,

K² = 2k² + 2k² cos(π − ε) = 2k²(1 − cos ε) = 4k² sin²(ε/2).

Since 2ħk ≈ ΔE/c, the recoil energy for an atom at rest is

ħ²K²/(2M) = R sin²(ε/2).

The limits are right: ε = 0 gives zero, and ε = π, where both photons travel the same way, gives R. For ε = 1 mrad the remaining shift of the sum frequency is

13.4×10⁶ Hz × (0.5×10⁻³)² = 3.35 Hz.

For a moving atom the Doppler term is more demanding, since it is linear in K. Its largest value, for motion parallel to K, is ħKv ≈ ΔE sin(ε/2) v/c. At 3000 m/s and 1 mrad this amounts to

24677 MHz × 0.5×10⁻³ ≈ 12 MHz.

Because k₁ and k₂ have equal length, K = k₁ + k₂ is perpendicular to k₁ − k₂, and so nearly perpendicular to the beams. It is therefore sideways motion that produces this shift.

The two frequencies must also match. For exactly opposite photons with frequencies ν₁ and ν₂, the net momentum is h(ν₁ − ν₂)/c, while h(ν₁ + ν₂) ≈ ΔE. Squaring the momentum and dividing by 2M gives, for an atom at rest, the recoil energy

R[(ν₁ − ν₂)/(ν₁ + ν₂)]².

It vanishes for equal frequencies and approaches R when one photon carries nearly all the energy, which brings back the one-photon result.

All of this assumes a free atom, and the resonance formulas leave out the shifts of the levels caused by the light itself. The numerical output below lists the main values used here, including the shifts obtained by solving the relativistic conservation laws directly.

Values computed for the example and the checks

```
proton mass / electron mass: 1836.1527
atom mass M: 1837.1527 electron masses
reduced mass: 0.9994557 electron masses
speed of light: 137.0360 atomic units
rest energy M c^2: 3.44996e+07 hartree
internal gap, formula: 0.374796 hartree
internal gap 1S-2S, radial grid: 0.374784 hartree
internal gap 1S-2P, radial grid: 0.374783 hartree
gap / h: 2.4660e+09 MHz
conversion, 1 hartree / h: 6.579684e+09 MHz
recoil energy R, formula: 2.0358e-09 hartree
recoil shift R / h, formula: 13.40 MHz
one-photon shift, conservation laws: 13.40 MHz
emission shift, conservation laws: -13.40 MHz
absorption-emission separation: 26.79 MHz
recoil velocity: 3.257 m/s
Doppler shift at half recoil velocity: 13.40 MHz
opposite beams, atom at rest, shift of sum: 0.00 MHz
same beam, two photons, shift of sum: 13.40 MHz
same beam, shift of laser frequency: 6.70 MHz
chosen atom speed: 3000 m/s
one-photon first-order Doppler shift: 24677 MHz
opposite beams, moving atom, shift of sum: -0.1235 MHz
second-order Doppler formula: -0.1235 MHz
chosen beam misalignment: 1 mrad
residual recoil of sum, conservation laws: 3.35 Hz
residual recoil of sum, formula: 3.35 Hz
Quantum model, peak detunings in units hbar = M = k = 1:
initial momentum 0.0: one photon 0.500
initial momentum 0.0: opposite beams 0.000
initial momentum 0.0: two from +k beam 2.000
initial momentum 0.0: two from -k beam 2.000
initial momentum 0.3: one photon 0.800
initial momentum 0.3: opposite beams 0.000
initial momentum 0.3: two from +k beam 2.600
initial momentum 0.3: two from -k beam 1.400
```
